When does tunnelling through a triangular Schottky barrier become thermally assisted?

**Question**

I am working on electron injection from a metal into a two-dimensional channel. The barrier is triangular, 0.3 eV high above the metal Fermi level, the tunnelling mass is 0.5 electron masses, and the field is 0.1 V/nm. I have to find the crossover temperature between tunnelling and thermal injection.

I set the tunnelling exponent at the Fermi level equal to φ/k_BT and got about 439 K. Then I worried that electrons could also be excited part of the way up and tunnel from there. When I minimize the combined exponent, I get an optimum energy that is negative at low temperature, and I don't know what that means. Which condition defines the crossover, and does the current above it really go over the barrier?

**Answer**

Your second calculation is the right one, and the negative energy is the clue. The word "crossover" could refer to three different temperatures here:

- the one at which the best tunnelling energy starts to rise from the Fermi level;
- the one at which your two bare exponents are equal;
- the one at which the currents below and above the barrier top are equal.

The first marks the change from Fermi-level tunnelling to thermally assisted tunnelling. I shall call it T_c.

**The model**

Measure the electron energy E from the metal Fermi level, and let x be the distance into the channel. The potential energy is

V(x) = φ − eFx, for x > 0.

Take one spin-degenerate mode at normal incidence, a parabolic band in the barrier, and empty states on the channel side. Interface states enter only by fixing φ. The transmission is taken in the WKB approximation with unit prefactor, and as 1 above the top.

Below the top, the wavefunction decays at the rate

q(x) = √(2m[V(x) − E])/ħ.

The transmission probability is the square of an amplitude ratio, which puts a factor 2 in the exponent:

T_WKB = e^(−G), G(E) = 2∫q(x) dx.

The integral runs from x = 0 to the exit, where V = E, so x_exit = (φ − E)/(eF). Substitute u = φ − E − eFx. Then dx = −du/(eF), and the minus sign reverses the limits:

G(E) = [2√(2m)/(ħeF)] ∫₀^(φ−E) √u du

= 4√(2m)(φ − E)^(3/2)/(3ħeF).

The last step uses ∫√u du = (2/3)u^(3/2).

A one-dimensional mode has 2 dk/(2π) states per unit length, including spin, moving at speed (1/ħ)dE/dk. The speed cancels the density of states, and the current is

I = (2e/h) ∫ T_tr(E) f(E) dE,

f(E) = 1/(1 + e^(E/k_BT)).

Here T_tr is e^(−G) below the top and 1 above it.

**Finding the crossover**

Well above the Fermi level, f is close to e^(−E/k_BT). Each energy between 0 and φ then contributes e^(−S), with

S(E) = E/k_BT + G(E).

The first term is the cost of finding a hot electron, the second the cost of tunnelling from its energy. Differentiating,

dS/dE = 1/k_BT − 2√(2m)(φ − E)^(1/2)/(ħeF),

d²S/dE² = √(2m)/[ħeF(φ − E)^(1/2)] > 0.

S is convex, so a stationary point is the minimum cost, hence the largest contribution. At E = 0 the slope is

1/k_BT − 2√(2mφ)/(ħeF).

If this is negative, going up in energy pays: the gain in transmission outweighs the loss of electrons. If it is positive, going up does not pay, and your formula puts the stationary point at E < 0. The Boltzmann factor is wrong there. Below the Fermi level f saturates near 1 instead of growing, so going down gains no electrons and only thickens the barrier. The optimum therefore stays at E = 0.

The boundary between the two cases is where the slope vanishes:

k_BT_c = ħeF/[2√(2mφ)].

This is sharp when φ/k_BT is large. Otherwise the change is gradual, as shown below.

**Numbers**

Use eV and nm, and define κ = √(2m)/ħ for energies in eV. For this mass κ = 3.6226 nm⁻¹ eV^(−1/2). The field of 0.1 V/nm tilts the potential energy by 0.1 eV/nm, so the barrier is 3 nm wide at the Fermi level. The slope of the tunnelling exponent there is

−dG/dE = 2κ√φ/F

= 2 × 3.6226 × √0.3/0.1

= 39.68 eV⁻¹.

Its inverse is k_BT_c = 25.20 meV. Dividing by k_B = 8.617 × 10⁻⁵ eV/K gives

**T_c ≈ 292 K.**

The exponent at the Fermi level is

G(0) = 4κφ^(3/2)/(3F)

= 4 × 3.6226 × 0.3^(3/2)/(3 × 0.1)

= 7.94,

which corresponds to a transmission of 3.6 × 10⁻⁴.

**Why your first condition gave 439 K**

Comparing the formulas for G(0) and T_c,

G(0) = (2/3) φ/(k_BT_c).

Your condition φ/k_BT = G(0) therefore gives T = 3T_c/2 = 439 K. The arithmetic is right, but it compares only the two ends of the energy range, E = 0 and E = φ. A convex function with equal values at its two ends is lower in between. At 439 K, the intermediate route beats both of the routes you compared.

To see by how much, solve dS/dE = 0 for T > T_c. The condition is

√(φ − E*) = ħeF/[2√(2m) k_BT].

The right side equals √φ T_c/T, by the definition of T_c. Squaring,

E* = φ[1 − (T_c/T)²].

For the exponent, write a = T_c/T, so that φ − E* = φa². Since G varies as (φ − E)^(3/2),

G(E*) = G(0)a³ = (2/3)(φ/k_BT_c)a³.

Because 1/T_c = 1/(aT), this becomes (2/3)(φ/k_BT)a². Adding the thermal cost,

S(E*) = (φ/k_BT)(1 − a²) + (2/3)(φ/k_BT)a²

= (φ/k_BT)[1 − (1/3)(T_c/T)²].

At T = T_c this equals (2/3)φ/(k_BT_c) = G(0), so it joins the low-temperature exponent continuously. At your 439 K, a = 2/3. The optimum lies at 5φ/9 = 0.17 eV, and the exponent is 7.94 × (1 − 4/27) = 6.76, against 7.94 for each of your two routes.

The optimum rises quickly: 0.015 eV at 300 K, 0.173 eV at 450 K and 0.229 eV at 600 K. The 300 K value lies below k_BT, where the Boltzmann form is poor; the actual spectrum e^(−G)f peaks at 0.06 eV there, while at 450 K and 600 K its peak is within a few meV of E*. It approaches the top only as T → ∞. At these temperatures the most favourable electron is still tunnelling.

This matters if you extract a barrier height from an Arrhenius plot. Let β = 1/k_BT. Since ∂S/∂E = 0 at the optimum, the change of E* with temperature does not contribute to first order, and

dS(E*)/dβ = E*.

At fixed field, the activation energy in the leading exponent is E*, not φ. At 600 K it would be 0.23 eV for a 0.30 eV barrier. The slope of the full current also contains contributions from the prefactor and from the width of the spectrum: −d ln I/dβ is 0.22 eV at 600 K and 0.17 eV at 450 K, close to E*, but 0.09 eV at 300 K, far above E* = 0.015 eV. The rule is useful only well above T_c.

**How gradual is the change?**

Just below T_c, the spread of electron energies around the Fermi level already matters. Expand the exponent to first order about E = 0:

G(E) ≈ G(0) − cE, c = 1/(k_BT_c).

At zero temperature the states below E = 0 are filled, so

I(0) = (2e/h)e^(−G(0)) ∫_(−∞)^0 e^(cE) dE

= (2e/h)e^(−G(0))/c.

At finite temperature put y = E/k_BT and r = T/T_c = ck_BT. Then

I(T) = (2e/h)e^(−G(0)) k_BT J,

J = ∫_(−∞)^∞ e^(ry)/(1 + e^y) dy.

J converges for 0 < r < 1. To evaluate it, integrate around a rectangle whose lower side is the real axis and whose upper side lies at height 2πi. On the upper side the denominator is unchanged and the numerator gains a factor e^(2πir). The vertical sides vanish as they move to ±∞. The enclosed pole is at y = iπ, where the residue is e^(iπr)/e^(iπ) = −e^(iπr). Therefore

J(1 − e^(2πir)) = −2πi e^(iπr).

Dividing both sides by −e^(iπr) gives J(e^(iπr) − e^(−iπr)) = 2πi. The bracket is 2i sin(πr), so J = π/sin(πr). With ck_BT = r,

I(T)/I(0) = πr/sin(πr).

For small r this is 1 + π²r²/6, a weak quadratic rise rather than an activated one. At T_c/2 = 146 K it gives π/2 = 1.571. The full integral, with the curved G, gives 1.555.

At r = 1 the formula diverges. The transmission, in its linear form, then grows as fast as the Boltzmann tail falls, so all energies up the tail count equally. The divergence locates T_c a second time, but it belongs to the linear expansion and not to the current. In the real barrier, the gain per unit energy weakens towards the top. The full integral stays finite and gives I(T_c)/I(0) = 5.9.

The maximum of the actual spectrum e^(−G)f also moves gradually. The logarithmic slope of the Fermi function is

d ln f/dE = −(1 − f)/k_BT.

At E = 0 this is −1/(2k_BT), half the Boltzmann value. The spectral maximum therefore passes through E = 0 at T_c/2, and by T_c it is at 0.056 eV, about 2.2 k_BT_c. That does not contradict the definition of T_c. Below T_c the linearized maximum is at k_BT ln[r/(1 − r)], a shift proportional to k_BT at fixed r. It becomes negligible beside φ when φ/k_BT is large. Here φ/(k_BT_c) = 11.9, so the smoothing is visible. You should not expect a kink in the measured current at 292 K.

**When does current over the top take over?**

Above the top the transmission is 1 in this model, so the over-barrier current is

I_over = (2e/h) ∫_φ^∞ f(E) dE

= (2e/h) k_BT ln(1 + e^(−φ/k_BT)).

You can check the integral by noting that −k_BT ln(1 + e^(−E/k_BT)) has derivative f(E) and vanishes as E → ∞.

At T_c this part carries 0.3 % of the current. The share is 0.4 % at 300 K, 6 % at 450 K and 16 % at 600 K. Equal currents below and above the top require about 1250 K with barrier, mass and field held fixed. This is a property of the model, not an operating temperature for a device.

The reason is that the triangle is thin near its top. Let u = φ − E be the depth below the top. The tunnelling exponent reaches 1 at

u₀ = (3F/4κ)^(2/3) = 0.075 eV.

With Boltzmann occupation, both currents contain the factor e^(−φ/k_BT). Removing it leaves k_BT for the over-barrier part, and for the tunnelling part

∫₀^φ e^(u/k_BT) e^(−(u/u₀)^(3/2)) du.

Since e^(u/k_BT) ≥ 1, the integral is at least ∫₀^φ e^(−(u/u₀)^(3/2)) du at any temperature. In this smaller integral the upper limit can be extended to infinity with negligible error, because the integrand has already fallen to e^(−G(0)) = e^(−7.94) at u = φ. The lower bound is therefore, very nearly,

∫₀^∞ e^(−(u/u₀)^(3/2)) du = Γ(5/3)u₀ ≈ 0.068 eV.

The gamma function follows from the substitution s = (u/u₀)^(3/2), which gives du = (2/3)u₀s^(−1/3) ds and (2/3)Γ(2/3) = Γ(5/3). Equality thus needs k_BT above about 0.068 eV, or T above about 790 K. The factor e^(u/k_BT), dropped in this bound, raises the requirement further.

So "thermal" in the name of this crossover means that heat helps electrons to tunnel. It does not mean that most of them clear the barrier.

**What changes the answer**

The formula gives T_c ∝ F/√(mφ). A stronger field raises T_c, because a thinner barrier makes climbing less worthwhile. A higher barrier or a heavier mass lowers it. With the other inputs fixed, a mass of 0.4 gives 327 K and a mass of 0.6 gives 267 K.

For a barrier of another shape whose G(E) is also convex, use energies in eV and differentiate

G(E) = 2κ∫√(V − E) dx

with respect to E. A moving turning point adds nothing, because the integrand vanishes there. This leaves

1/(k_BT_c) = κ∫dx/√V at E = 0.

For the triangle the integral is 2√φ/F, as before. The convexity matters. For a rectangular barrier G is concave, and the best energy jumps straight from the Fermi level to the top when φ/k_BT = G(0). In that case your first condition is the right one.

Narrowing towards the top is not enough to make G convex. For the smooth but flat-topped barrier V = φ[1 − (x/a)⁴], the width at depth u = φ − E varies as u^(1/4), so G varies as u^(3/4), which is concave. Check the convexity before you use the slope formula.

In that formula, the inverse square root gives most weight to places where the barrier is low, especially near the exit. T_c is therefore sensitive to the field there.

Your numbers are in the rough regime of a metal edge contact to a transition-metal dichalcogenide monolayer: a barrier of a few tenths of an eV and a mass near one half. The field, 1 MV/cm, is strong; it means a 0.3 eV drop within 3 nm of the metal. The assumption I would trust least is that this field is uniform, since charge in the channel and the gate geometry both shape it. If it falls linearly by 20 % over the first 3 nm, starting from the same value at the metal, and keeps falling at that rate up to the exit at 3.4 nm, T_c drops to 248 K and the Fermi-level transmission is multiplied by 0.46.

Other effects, each taken alone, change the result as follows:

- **Image force.** With a rough relative permittivity of 10, the bulk image potential lowers the top by 0.12 eV. The Fermi-level transmission rises 5.4 times, yet T_c moves only to 283 K. The over-barrier current changes much more. In the same WKB model, its share at 450 K rises from 6 % to about 28 %, and the temperature of equal currents falls from about 1250 K to about 680 K. The best energy now reaches the lowered top between 400 and 450 K, so the triangle's results well above T_c should not be carried over to a real contact. For an atomically thin channel the bulk formula is itself just an estimate, because the surroundings set much of the screening. With an effective permittivity of 4, T_c is still 276 K, but the best energy reaches the top near 330 K and about 18 % of the current passes over the barrier at 300 K.
- **Band gap.** A symmetric two-band model replaces the depth u under the square root by u(1 − u/E_g). The slope at the Fermi level is then multiplied by √(1 − φ/E_g). For a rough gap of 1.8 eV, T_c rises to 320 K.
- **Transmission prefactor.** I matched the exact solution in a uniform field to a free-electron metal with a band 5 eV deep, a rough value. Using the slope of the resulting ln T_tr instead of −G gives 305 K.
- **Transverse motion.** If momentum along the contact edge is conserved, the transverse energy ħ²k_y²/2m adds to the barrier height. Weighted by Fermi-level transmission, its mean is 12 meV. Adding that to φ gives 287 K.

Band-to-band tunnelling is negligible in this estimate: its exponent is 69 if the same field extends across the whole gap. Interface states can do more than fix φ, since they may also provide intermediate steps for tunnelling. That process is outside this calculation.

These shifts have different signs and need not add. For the stated ideal triangle the answer is 292 K. For a real contact, I would read it as "near room temperature, if the field is close to 0.1 V/nm". Since T_c is proportional to the field, a 30 % error in the field alone moves it by about 90 K. The numerical output below gives most of the values with more digits.

At 300 K the model current is about 4 nA per spin-degenerate mode. Treat that as an order of magnitude: the current depends exponentially on the barrier and also scales with the neglected prefactor, whereas T_c depends on how fast the exponent changes with energy.

Computed results

```
Barrier height: 0.30 eV
Tunnelling mass: 0.50 electron masses
Field: 0.10 V/nm = 1.00 MV/cm
kappa = sqrt(2m)/hbar: 3.6226 1/(nm sqrt(eV))
Barrier width at Fermi level: 3.00 nm
WKB exponent G(0): 7.937 (no unit)
WKB transmission at Fermi level: 3.574e-04 (no unit)
Slope -dG/dE at Fermi level: 39.68 1/eV
Crossover thermal energy kB Tc: 25.20 meV
Crossover temperature Tc: 292.4 K
Temperature of equal bare exponents: 438.6 K
Temperature of equal integrated currents: 1249 K
T = 200 K: best energy 0.0000 eV, exponent 7.937, over-barrier share 0.002 %
T = 300 K: best energy 0.0150 eV, exponent 7.929, over-barrier share 0.421 %
T = 450 K: best energy 0.1733 eV, exponent 6.647, over-barrier share 5.968 %
T = 600 K: best energy 0.2287 eV, exponent 5.343, over-barrier share 15.935 %
Over-barrier share at Tc: 0.331 %
Actual spectral peak at Tc: 0.0559 eV
Mode current at 300 K: 4.345 nA
I(Tc/2)/I(0), full integral: 1.555 (no unit)
I(Tc/2)/I(0), linearized formula: 1.571 (no unit)
I(Tc)/I(0), full integral: 5.934 (no unit)
Rough metal band depth: 5.0 eV
Tc with exact transmission slope: 304.9 K
Rough relative permittivity: 10.0 (no unit)
Image-force lowering of the top: 0.120 eV
Tc with image force: 283.4 K
Transmission gain by image force: 5.35 times
Rough band gap: 1.8 eV
Tc with two-band dispersion: 320.3 K
Band-to-band exponent: 68.7 (no unit)
Assumed field drop over 3.0 nm: 20 %
Tc with weakening field: 248.1 K
Transmission factor, weakening field: 0.460
Mean transverse energy: 11.94 meV
Tc with that energy added: 286.8 K
Tc for mass 0.4: 326.9 K
Tc for mass 0.6: 266.9 K
```
